\section*{Barrier Difference and Prefactor Ratio from Precursor-Mediated Sticking at Two Temperatures}

\section{Question}

In gas-source epitaxy a molecule that strikes the growing semiconductor may first be held in a weakly bound state, from which it either leaves again or reacts with the surface. This weakly bound state is called the precursor state. It is a state on the surface and must not be confused with the source gas, which is also often called a precursor.

Every molecule that strikes the surface is trapped in the precursor state and comes to the surface temperature $T$. It then desorbs at the rate $k_d$ or reacts irreversibly into a chemisorbed state at the rate $k_r$, where
\begin{equation}
k_d=\nu_d e^{-E_d/k_BT},\qquad k_r=\nu_r e^{-E_r/k_BT}.
\label{rates}
\end{equation}
Both barriers are measured from the bottom of the precursor well. Barriers and prefactors do not depend on temperature, the surface is bare, and trapped molecules do not disturb one another. The sticking probability $S$ is the fraction of striking molecules that become chemisorbed. It is $S_1=0.20$ at $T_1=600$ K and $S_2=0.05$ at $T_2=800$ K.

\begin{enumerate}
\item[(a)] Derive $S$ and the mean residence time in the precursor state. Which function of $S$ gives a straight line against $1/T$?
\item[(b)] Find $\Delta E=E_d-E_r$ and $R=\nu_d/\nu_r$.
\item[(c)] Interpret the sign of $\Delta E$ and the size of $R$. Predict $S$ at 700 K, the temperature at which $S=1/2$, and the high-temperature limit.
\item[(d)] What barrier difference would be read from a plot of $\ln S$ against $1/T$, and why does it differ from $\Delta E$?
\item[(e)] Each sticking value has an independent relative standard error of 10\,\%. Find the errors of $\Delta E$ and $R$.
\item[(f)] Repeat the inversion for incomplete trapping, a direct reaction channel, blocked sites, a prefactor ratio proportional to $T$, and an error of 10 K in the upper temperature.
\item[(g)] Take $E_d=0.50$ eV and $\nu_d=10^{13}$ s$^{-1}$ for illustration, and a gas of molar mass 32 g/mol at 300 K and $10^{-6}$ Torr above a surface with $7\times10^{14}$ sites/cm$^2$. Are the assumptions of a dilute precursor layer, a bare surface and irreversible reaction reasonable?
\end{enumerate}

\section{Model answers}

\subsection*{(a) The sticking law}

Let $P(t)$ be the probability that a molecule trapped at $t=0$ is still in the precursor state at time $t$. The two ways out are independent, so their rates add:
\begin{equation}
\frac{dP}{dt}=-(k_d+k_r)P,\qquad P(0)=1,\qquad P(t)=e^{-(k_d+k_r)t}.
\end{equation}
The probability of reacting between $t$ and $t+dt$ is $k_rP\,dt$. With unit trapping, its integral is the sticking probability:
\begin{equation}
S=\int_0^\infty k_r e^{-(k_d+k_r)t}\,dt=\frac{k_r}{k_d+k_r}.
\label{S}
\end{equation}
The exit times have the density $-dP/dt$. Integration by parts, with $tP$ vanishing at both ends, gives their mean:
\begin{equation}
\tau=\int_0^\infty t\left(-\frac{dP}{dt}\right)dt=\int_0^\infty P\,dt=\frac{1}{k_d+k_r}.
\end{equation}
Let $r=k_d/k_r$ be the odds of desorption against reaction. Dividing numerator and denominator of (\ref{S}) by $k_r$ gives $S=1/(1+r)$. Hence, with (\ref{rates}),
\begin{equation}
r=\frac1S-1=\frac{\nu_d}{\nu_r}\,e^{-(E_d-E_r)/k_BT}=R\,e^{-\Delta E/k_BT}.
\label{odds}
\end{equation}
The required straight line is therefore
\begin{equation}
\ln\left(\frac1S-1\right)=\ln R-\frac{\Delta E}{k_B}\,\frac1T .
\label{line}
\end{equation}
Its slope is $-\Delta E/k_B$ and its intercept is $\ln R$. Adding the same energy to both barriers, or multiplying both prefactors by the same factor, leaves $S$ unchanged. Sticking data of this kind cannot give the separate barriers or prefactors.

\subsection*{(b) Inversion of the two data}

The odds are $r_1=1/0.20-1=4$ and $r_2=1/0.05-1=19$. Subtracting (\ref{line}) at $T_1$ from (\ref{line}) at $T_2$ removes $\ln R$:
\begin{equation}
\ln r_2-\ln r_1=\frac{\Delta E}{k_B}\left(\frac1{T_1}-\frac1{T_2}\right).
\end{equation}
Since $1/T_1-1/T_2=(T_2-T_1)/(T_1T_2)$,
\begin{equation}
\Delta E=k_B\frac{T_1T_2}{T_2-T_1}\ln\frac{r_2}{r_1}.
\label{DE}
\end{equation}
Here $T_1T_2/(T_2-T_1)=2400$ K and $\ln(19/4)=1.5581$, so $\Delta E/k_B=3739.5$ K. With $k_B=8.6173\times10^{-5}$ eV/K,
\begin{equation}
\Delta E=0.322\ \mathrm{eV}\quad(31.1\ \mathrm{kJ/mol}).
\end{equation}
For the prefactors, solve (\ref{odds}) at $T_1$ for $R$ and insert (\ref{DE}):
\begin{align}
R&=r_1e^{\Delta E/k_BT_1}
=r_1\exp\left[\frac{T_2}{T_2-T_1}\ln\frac{r_2}{r_1}\right]
=r_1\left(\frac{r_2}{r_1}\right)^{T_2/(T_2-T_1)}\\
&=4\left(\frac{19}{4}\right)^4=2036\approx2.0\times10^3 .
\end{align}
Two data fix two parameters and leave nothing over to test the model. At least a third temperature would be needed for that.

\subsection*{(c) Meaning and predictions}

Because $\Delta E>0$, heating speeds desorption by a larger factor than reaction, and sticking falls. If desorption has no barrier beyond the depth of the well, the energy of a molecule at rest far from the surface lies $E_d$ above the well bottom. The top of the reaction barrier lies $E_r$ above it, and thus 0.32 eV below the energy of the free molecule. Were $\Delta E$ negative, the barrier top would lie above that energy and sticking would rise on heating.

In transition-state theory each prefactor is $k_BT/h$ times the partition function of its transition state, divided by that of the precursor. The common factors cancel in $R$, which becomes the ratio of the two transition-state partition functions. A value of 2000 means that the passage to the gas is much looser than the passage to the chemisorbed state. This is plausible if a departing molecule can rotate and move freely while a reacting one must hold a definite position and orientation. The competition is then between energy, which favours reaction, and entropy, which favours desorption. A ratio of such partition functions generally varies with temperature, so 0.32 eV and 2000 are effective values for 600--800 K. The position of the barrier top given above holds only for a constant ratio; see (f).

At 700 K,
\begin{equation}
r=2036\,e^{-3739.5/700}=9.74,\qquad S=\frac1{1+9.74}=0.093 .
\end{equation}
Half of the molecules stick when $r=1$, that is, when $\ln R=\Delta E/k_BT_*$:
\begin{equation}
T_*=\frac{\Delta E}{k_B\ln R}=\frac{3739.5\ \mathrm K}{7.619}=491\ \mathrm K .
\end{equation}
Well below $T_*$ the model gives $S\to1$. At high temperature $r\to R$ and $S\to1/(1+R)=4.9\times10^{-4}$. The latter is a formal limit: long before it is reached, $k_BT$ becomes comparable with the well depth, and the picture of a thermalised trapped molecule is lost. The value at 700 K is an interpolation and depends much less on the model than the high-temperature limit does.

\subsection*{(d) The plot of $\ln S$}

Write $\beta=1/k_BT$. From (\ref{odds}), $dr/d\beta=-\Delta E\,r$. Therefore
\begin{equation}
\frac{d\ln S}{d\beta}=-\frac{d\ln(1+r)}{d\beta}
=\frac{\Delta E\,r}{1+r}=\Delta E\,(1-S),
\label{slope}
\end{equation}
where the last step uses $r/(1+r)=1-S$. The plot is curved, and its local slope is smaller than $\Delta E$ by the factor $1-S$. A straight line through the two data gives
\begin{equation}
k_B\frac{T_1T_2}{T_2-T_1}\ln\frac{S_1}{S_2}
=k_B(2400\ \mathrm K)\ln4=0.287\ \mathrm{eV},
\end{equation}
which is 11\,\% below $\Delta E$. It is the average of (\ref{slope}) over $\beta$ between the two temperatures, where $1-S$ runs from 0.80 to 0.95. The plot becomes adequate when $S\ll1$ throughout, because then $r\approx1/S$.

\subsection*{(e) Experimental error}

Since $\ln r=\ln(1-S)-\ln S$, a small change of $S$ gives
\begin{equation}
\delta\ln r=-\left(\frac1{1-S}+\frac1S\right)\delta S
=-\frac{1}{1-S}\,\frac{\delta S}{S}.
\end{equation}
The standard errors of $\ln r_1$ and $\ln r_2$ are thus $\sigma_1=0.10/0.80=0.125$ and $\sigma_2=0.10/0.95=0.105$. Independent errors add in squares, so (\ref{DE}) gives, to first order,
\begin{equation}
\sigma_{\Delta E}=k_B\frac{T_1T_2}{T_2-T_1}\sqrt{\sigma_1^2+\sigma_2^2}
=0.034\ \mathrm{eV}.
\end{equation}
For the prefactor ratio, the logarithm of the result in (b) is
\begin{equation}
\ln R=\ln r_1+\frac{T_2}{T_2-T_1}(\ln r_2-\ln r_1)
=\frac{T_2\ln r_2-T_1\ln r_1}{T_2-T_1}=4\ln r_2-3\ln r_1 .
\end{equation}
It follows that
\begin{equation}
\sigma_{\ln R}=\sqrt{(4\sigma_2)^2+(3\sigma_1)^2}=0.56 .
\end{equation}
One standard error multiplies or divides $R$ by $e^{0.56}\approx1.8$, whereas it changes $\Delta E$ by about 10\,\%. The reason is that $\ln R$ is an intercept at $1/T=0$, far outside the measured interval. The two errors are also linked. An upward error in $\ln r_2$ raises both results, and an upward error in $\ln r_1$ lowers both, so a barrier difference that is too large comes with a prefactor ratio that is too large.

\subsection*{(f) Relaxed assumptions}

Incomplete trapping, a direct channel and blocked sites alter the relation between $S$ and $r$, and the new odds go into the same inversion as in (b). The other two changes leave the odds as they are and alter the inversion. For the temperature error, the true upper temperature is taken to be 810 K and replaces $T_2$ in (\ref{DE}). All other assumptions are kept each time.

\emph{Incomplete trapping.} If a fraction $\alpha$ is trapped and the rest is reflected, $S=\alpha/(1+r)$ and
\begin{equation}
r=\frac{\alpha}{S}-1 .
\end{equation}

\emph{Direct channel.} If a fraction $d$ reacts on impact and the remainder is trapped, $S=d+(1-d)/(1+r)$. Solving for the odds gives
\begin{equation}
r=\frac{1-d}{S-d}-1 .
\end{equation}

\emph{Blocked sites.} Let a fraction $\theta$ of sites be occupied. Molecules are trapped equally well above bare and blocked sites and desorb from both at the rate $k_d$, but react only above bare ones. Without hopping, only the fraction $1-\theta$ that lands above bare sites has a chance to react:
\begin{equation}
S=\frac{1-\theta}{1+r},\qquad r=\frac{1-\theta}{S}-1 .
\end{equation}
If hopping is much faster than desorption and reaction, and bare and blocked sites are randomly mixed, each molecule spends a fraction $1-\theta$ of its time above bare sites. Its mean reaction rate is $(1-\theta)k_r$, so
\begin{equation}
S=\frac{(1-\theta)k_r}{(1-\theta)k_r+k_d}=\frac{1-\theta}{1-\theta+r},
\qquad r=(1-\theta)\left(\frac1S-1\right).
\end{equation}

\emph{Prefactor ratio proportional to $T$.} This arises, for example, if two classical free rotations in the desorption transition state are stiff vibrations in the reaction transition state, since the two rotations contribute a factor $T$ to the partition function. Then
\begin{equation}
r=R_{700}\,\frac{T}{700\ \mathrm K}\,e^{-\Delta E/k_BT},
\end{equation}
and $r$ must be divided by $T/700$ K before the inversion. The quantity $R_{700}$ is the prefactor ratio at 700 K. ``Stiff'' means $h\nu\gg k_BT$, and $k_BT$ corresponds to about 490 cm$^{-1}$ at 700 K. Softer vibrations have partition functions that also grow with $T$. Two modes well below this frequency make the ratio fall on heating, towards $1/T$, and the correction to $\Delta E$ then has the opposite sign.

The results are as follows, with $r_1$ and $r_2$ the odds before any such division.

\begin{center}
\begin{tabular}{lcccc}
\hline
Change & $r_1$ & $r_2$ & $\Delta E$ (eV) & $R$\\
\hline
none & 4.00 & 19.0 & 0.322 & 2036\\
$\alpha=0.80$ at both $T$ & 3.00 & 15.0 & 0.333 & 1875\\
$\alpha=0.90$, then $0.70$ & 3.50 & 13.0 & 0.271 & 666\\
$d=0.01$ & 4.21 & 23.8 & 0.358 & 4262\\
$\theta=0.30$, fast hopping & 2.80 & 19.0 & 0.396 & 5937\\
$\theta=0.30$, no hopping & 2.50 & 19.0 & 0.420 & 8341\\
ratio $\propto T$ & 4.00 & 19.0 & 0.263 & 752\\
$T_2=810$ K & 4.00 & 19.0 & 0.311 & 1630\\
\hline
\end{tabular}
\end{center}

In the third row $\alpha$ falls from 0.90 at 600 K to 0.70 at 800 K. In the two rows with blocked sites, $\theta=0.30$ holds at 600 K and the surface is bare at 800 K.

Constant trapping of 0.80 changes $\Delta E$ by only 3\,\%, because it changes both odds in nearly the same proportion. A constant $\alpha$ close to $S_1$ would matter much more, because $r_1$ would then be close to zero. In the third row trapping weakens markedly on heating. This accounts for part of the fall of $S$, and less is left for $\Delta E$ to explain. Blocking at the lower temperature does the opposite: it hides part of the fall, so the true $\Delta E$ is larger. A direct channel of only 0.01 matters because it supplies one fifth of the sticking at 800 K.

\subsection*{(g) Is the simple picture consistent?}

\emph{Dilute precursor layer.} The illustrative values imply $E_r=0.50-0.322=0.178$ eV and $\nu_r=10^{13}/2036=4.9\times10^9$ s$^{-1}$. At 600 K, (\ref{rates}) gives $k_d=6.3\times10^8$ s$^{-1}$ and $k_r=1.6\times10^8$ s$^{-1}$, hence $\tau=1.27$ ns.

The flux onto the surface is the gas density $p/k_BT_g$ times the mean inward normal velocity. For a Maxwell distribution with molecular mass $m$ and gas temperature $T_g$,
\begin{equation}
F=\frac{p}{k_BT_g}\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT_g}}\,e^{-mv^2/2k_BT_g}\,dv
=\frac{p}{\sqrt{2\pi mk_BT_g}},
\end{equation}
since $\int_0^\infty v\,e^{-mv^2/2k_BT_g}dv=k_BT_g/m$. The stated gas gives $F=3.6\times10^{14}$ cm$^{-2}$\,s$^{-1}$. In the steady state the number of trapped molecules per area is $F\tau$. Division by the site density gives a precursor coverage of $6.5\times10^{-10}$, so encounters between trapped molecules are negligible.

\emph{Bare surface.} If each chemisorbed molecule blocks one site and $S$ is held at its initial value, 5\,\% of the $N$ sites per area are blocked after
\begin{equation}
t_5=\frac{0.05\,N}{FS}=0.49\ \mathrm s\ \text{at 600 K},\qquad 1.95\ \mathrm s\ \text{at 800 K}.
\end{equation}
To keep the blocked fraction below 5\,\%, the initial sticking must be measured within such times, or at a lower pressure, unless the reaction products leave the surface quickly. If each molecule blocks several sites, as a dissociating hydride can, the times are shorter in proportion.

\emph{Irreversible reaction.} Suppose that a chemisorbed molecule can return to the precursor state at the rate $k_b=\nu_be^{-E_b/k_BT}$, with $\nu_b=10^{13}$ s$^{-1}$. The loss is below $k_bt$, because some returning molecules react again. Setting $k_bt_5=0.01$ at 800 K gives
\begin{equation}
E_b=k_BT_2\ln\frac{\nu_bt_5}{0.01}=2.43\ \mathrm{eV}.
\end{equation}
A return barrier at least this high keeps the loss over $t_5$ below 1\,\%. A lower one may also suffice if the measurement is shorter. The sticking data do not give $E_b$, so whether the reaction is irreversible in this sense must be checked separately.

\emph{Comparison with real growth.} The pressure belongs to the regime of gas-source molecular-beam epitaxy; chemical vapour deposition generally works at much higher pressures, where the blocking time shrinks in inverse proportion to the partial pressure of the reactant at the surface. The chosen $E_d$ is rather deep for physisorption of a light hydride molecule. It cannot be lowered freely, because $E_r\geq0$ requires $E_d\geq\Delta E=0.32$ eV. If the well were known to be shallower than this by several standard errors of $\Delta E$, the data would contradict the model with constant prefactors and unit trapping.

With hydride gases the assumption of a bare surface is at risk: hydrogen left by the reaction occupies sites and is removed more readily at the higher temperature. For the assumed 30\,\% blocking at 600 K, this moves $\Delta E$ from 0.32 eV to 0.40--0.42 eV and $R$ from about 2000 to 6000--8000. These shifts exceed the standard errors found in (e). The 30\,\% blocking and the bare surface at 800 K are illustrative and not computed. On silicon, for example, hydrogen leaves very slowly at 600 K, so under steady exposure the surface approaches saturation there, and it need not be bare at 800 K. The correction depends on both coverages. Before the values 0.32 eV and 2000 are assigned to the surface reaction, strong blocking must therefore be excluded. Even blocking that is equal at both temperatures matters: with fast hopping it leaves $\Delta E$ unchanged, but the $R$ read from the bare-surface formula is too large by the factor $1/(1-\theta)$, so the corrected value is $1-\theta$ times 2036. The table in (f) shows that a marked change of trapping with temperature, a direct channel and a prefactor ratio that varies with temperature must be excluded or allowed for as well.
